# Avalanche energy of a switch with the supply still connected: a program that tests the result

```python
# Result under test: avalanche energy of a switch that interrupts an inductor
# while the supply stays connected,
#   E_av = (1/2) L I^2 V_BR / (V_BR - V_DD),   valid for V_BR > V_DD.
# L: inductance, I: current at turn-off, V_BR: breakdown voltage,
# V_DD: supply voltage. SI units are used internally.
# Device values used for the corrections are rough typical values for a
# 1200 V-class silicon carbide MOSFET.
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.linalg import solve_banded

L, I0, VBR, VDD = 1e-3, 10.0, 1600.0, 800.0


def avalanche_time(vdd):
    return L * I0 / (VBR - vdd)


def avalanche_energy(vdd):
    return 0.5 * L * I0**2 * VBR / (VBR - vdd)


def simulate(vdd, r_av=0.05, r_wind=0.0, cap=10e-12, t_max=50e-6):
    """Circuit in time: supply, winding, inductor, and a switch made of a
    capacitance in parallel with a branch that conducts only above VBR."""
    def rhs(t, y):
        i, v = y[0], y[1]
        i_av = max(v - VBR, 0.0) / r_av
        return [(vdd - v - r_wind * i) / L, (i - i_av) / cap,
                v * i_av, vdd * i]

    def current_zero(t, y):
        return y[0]
    current_zero.terminal = True
    current_zero.direction = -1
    sol = solve_ivp(rhs, (0, t_max), [I0, 0.0, 0.0, 0.0], method="Radau",
                    rtol=1e-8, atol=[1e-8, 1e-5, 1e-10, 1e-10],
                    events=current_zero)
    assert sol.success
    return sol.t[-1], sol.y[:, -1], len(sol.t_events[0]) > 0


# Ideal formula against the circuit; the tolerance covers the small finite
# capacitance and avalanche resistance of the simulated switch.
simulated = {}
for vdd in (0.0, VDD, 1200.0):
    t_end, y_end, ended = simulate(vdd)
    simulated[vdd] = (t_end, y_end[2], y_end[3])
    assert ended
    assert abs(t_end / avalanche_time(vdd) - 1) < 1.5e-3
    assert abs(y_end[2] / avalanche_energy(vdd) - 1) < 1.5e-3
    supply_formula = 0.5 * L * I0**2 * vdd / (VBR - vdd)
    assert abs(y_end[3] - supply_formula) < 1.5e-3 * avalanche_energy(vdd)

# With the supply above breakdown the current must grow, not decay.
t_high, y_high, ended_high = simulate(1700.0)
assert not ended_high and y_high[0] > I0


# Avalanche resistance and winding resistance
def energy_integral(current, vbr, r_av, r_wind):
    def integrand(i):
        v = vbr + r_av * i
        return L * i * v / (v - VDD + r_wind * i)
    return quad(integrand, 0, current, epsabs=1e-13, epsrel=1e-11)[0]


R_AV, R_WIND = 1.0, 0.5
E_ideal = avalanche_energy(VDD)
E_rav = energy_integral(I0, VBR, R_AV, 0.0)
E_rwind = energy_integral(I0, VBR, 0.0, R_WIND)
E_both = energy_integral(I0, VBR, R_AV, R_WIND)
E_both_sim = simulate(VDD, r_av=R_AV, r_wind=R_WIND)[1][2]
# The effect itself is near one percent, so this tolerance resolves it.
assert abs(E_both_sim / E_both - 1) < 3e-4
assert abs(E_both / E_ideal - 1) > 3e-3

# Output capacitance that falls with voltage
C_REF, V_BUILTIN = 100e-12, 3.0


def junction_cap(v):
    return C_REF * np.sqrt((VDD + V_BUILTIN) / (v + V_BUILTIN))


gain = quad(lambda v: (VDD - v) * junction_cap(v), 0, VBR, limit=200)[0]


def reached_breakdown(t, y):
    return y[1] - VBR


reached_breakdown.terminal = True
rise = solve_ivp(lambda t, y: [(VDD - y[1]) / L, y[0] / junction_cap(y[1])],
                 (0, 1e-6), [I0, 0.0], method="DOP853", rtol=1e-11,
                 atol=1e-11, events=reached_breakdown)
assert len(rise.t_events[0]) == 1
I_clamp = rise.y[0, -1]
gain_sim = 0.5 * L * (I_clamp**2 - I0**2)
assert abs(gain_sim / gain - 1) < 1e-3
gain_const = quad(lambda v: (VDD - v) * C_REF, 0, VBR)[0]
assert abs(gain_const) < 1e-6 * abs(gain)
E_cap = energy_integral(I_clamp, VBR, 0.0, 0.0)

# Self-heating of the die surface by the triangular power pulse
AREA, THICK, T_START = 0.25e-4, 200e-6, 400.0
K_TH, RHO, C_TH = 250.0, 3200.0, 850.0
TEMPCO = 1e-4
tau = avalanche_time(VDD)
flux0 = VBR * I0 / AREA
effusivity = np.sqrt(K_TH * RHO * C_TH)
diff_length = np.sqrt(K_TH / (RHO * C_TH) * tau)


def surface_rise(t):
    return (2 * flux0 / (effusivity * np.sqrt(np.pi)) * np.sqrt(t)
            * (1 - 2 * t / (3 * tau)))


dT_peak = surface_rise(tau / 2)

# Finite-volume heat equation, implicit in time, insulated back face
cells, steps = 400, 2000
dx, dt = THICK / cells, tau / steps
a = K_TH * dt / (RHO * C_TH * dx**2)
bands = np.zeros((3, cells))
bands[0, 1:] = -a
bands[1, :] = 1 + 2 * a
bands[1, 0] = bands[1, -1] = 1 + a
bands[2, :-1] = -a
temp = np.zeros(cells)
surface = np.zeros(steps)
for n in range(steps):
    flux = flux0 * (1 - (n + 1) * dt / tau)
    source = temp.copy()
    source[0] += flux * dt / (RHO * C_TH * dx)
    temp = solve_banded((1, 1), bands, source)
    surface[n] = temp[0] + flux * dx / (2 * K_TH)
dT_numeric = surface.max()
t_numeric = (np.argmax(surface) + 1) * dt
# One percent covers the grid and the first-order time stepping; the maximum
# is flat, so its position is less sharply determined than its height.
assert abs(dT_numeric / dT_peak - 1) < 0.01
assert abs(t_numeric / (tau / 2) - 1) < 0.05

# Breakdown raised for the whole pulse by the peak rise: a bound on the effect
VBR_hot = VBR * (1 + TEMPCO * dT_peak)
E_hot = energy_integral(I0, VBR_hot, 0.0, 0.0)
E_all = energy_integral(I_clamp, VBR_hot, R_AV, R_WIND)
assert E_hot < E_ideal
assert abs(E_all / E_ideal - 1) < 0.05


def change(energy):
    return 100 * (energy / E_ideal - 1)


print("INPUTS")
print(f"inductance                      {L*1e3:.1f} mH")
print(f"current at turn-off             {I0:.1f} A")
print(f"breakdown voltage               {VBR:.0f} V")
print(f"supply voltage                  {VDD:.0f} V")
print("IDEAL RESULT")
print(f"voltage across inductor         {VBR-VDD:.0f} V")
print(f"current slope, magnitude        {(VBR-VDD)/L*1e-6:.3f} A/us")
print(f"avalanche time                  {tau*1e6:.2f} us")
print(f"charge passed                   {I0*tau/2*1e6:.2f} uC")
print(f"peak power                      {VBR*I0*1e-3:.1f} kW")
print(f"energy stored in inductor       {0.5*L*I0**2:.4f} J")
print(f"energy from supply              {VDD*I0*tau/2:.4f} J")
print(f"avalanche energy                {E_ideal:.4f} J")
print(f"avalanche energy                {E_ideal*1e3:.1f} mJ")
print("CIRCUIT SIMULATION")
for vdd, (t_s, e_s, s_s) in simulated.items():
    print(f"supply {vdd:.0f} V: time {t_s*1e6:.3f} us, "
          f"avalanche {e_s:.5f} J, supply {s_s:.5f} J")
print(f"supply 1700 V: current after {t_high*1e6:.0f} us  {y_high[0]:.2f} A")
print("NEGLECTED EFFECTS (rough device values)")
print(f"avalanche resistance            {R_AV:.1f} ohm")
print(f"  change of avalanche energy    {change(E_rav):+.2f} %")
print(f"winding resistance              {R_WIND:.1f} ohm")
print(f"  change of avalanche energy    {change(E_rwind):+.2f} %")
print(f"both resistances, integral      {E_both*1e3:.3f} mJ")
print(f"both resistances, simulation    {E_both_sim*1e3:.3f} mJ")
print(f"output capacitance at supply    {C_REF*1e12:.0f} pF")
print(f"built-in voltage in C(v)        {V_BUILTIN:.1f} V")
print(f"  voltage rise time             {rise.t[-1]*1e9:.1f} ns")
print(f"  inductor energy gain          {gain*1e6:.1f} uJ")
print(f"  current at start of avalanche {I_clamp:.4f} A")
print(f"  change of avalanche energy    {change(E_cap):+.2f} %")
print(f"die area                        {AREA*1e4:.2f} cm2")
print(f"die thickness                   {THICK*1e6:.0f} um")
print(f"thermal conductivity            {K_TH:.0f} W/(m K)")
print(f"density                         {RHO:.0f} kg/m3")
print(f"specific heat                   {C_TH:.0f} J/(kg K)")
print(f"heat diffusion length           {diff_length*1e6:.1f} um")
print(f"starting temperature            {T_START:.0f} K")
print(f"peak surface rise, formula      {dT_peak:.1f} K")
print(f"peak surface rise, heat eq.     {dT_numeric:.1f} K")
print(f"peak surface temperature        {T_START+dT_peak:.0f} K")
print(f"breakdown temp. coefficient     {TEMPCO:.1e} 1/K")
print(f"  breakdown at peak rise        {VBR_hot:.1f} V")
print(f"  change of energy, bound       {change(E_hot):+.2f} %")
print(f"all effects together            {E_all*1e3:.2f} mJ")
print(f"  change of avalanche energy    {change(E_all):+.2f} %")
print("all assertions hold")
```

Printed output:

```
INPUTS
inductance                      1.0 mH
current at turn-off             10.0 A
breakdown voltage               1600 V
supply voltage                  800 V
IDEAL RESULT
voltage across inductor         800 V
current slope, magnitude        0.800 A/us
avalanche time                  12.50 us
charge passed                   62.50 uC
peak power                      16.0 kW
energy stored in inductor       0.0500 J
energy from supply              0.0500 J
avalanche energy                0.1000 J
avalanche energy                100.0 mJ
CIRCUIT SIMULATION
supply 0 V: time 6.250 us, avalanche 0.04999 J, supply 0.00000 J
supply 800 V: time 12.498 us, avalanche 0.09998 J, supply 0.04999 J
supply 1200 V: time 24.988 us, avalanche 0.19990 J, supply 0.14991 J
supply 1700 V: current after 50 us  14.97 A
NEGLECTED EFFECTS (rough device values)
avalanche resistance            1.0 ohm
  change of avalanche energy    -0.41 %
winding resistance              0.5 ohm
  change of avalanche energy    -0.41 %
both resistances, integral      99.178 mJ
both resistances, simulation    99.178 mJ
output capacitance at supply    100 pF
built-in voltage in C(v)        3.0 V
  voltage rise time             21.7 ns
  inductor energy gain          53.1 uJ
  current at start of avalanche 10.0053 A
  change of avalanche energy    +0.11 %
die area                        0.25 cm2
die thickness                   200 um
thermal conductivity            250 W/(m K)
density                         3200 kg/m3
specific heat                   850 J/(kg K)
heat diffusion length           33.9 um
starting temperature            400 K
peak surface rise, formula      46.2 K
peak surface rise, heat eq.     46.1 K
peak surface temperature        446 K
breakdown temp. coefficient     1.0e-04 1/K
  breakdown at peak rise        1607.4 V
  change of energy, bound       -0.46 %
all effects together            98.84 mJ
  change of avalanche energy    -1.16 %
all assertions hold
```
